Acoustic deformation-potential scattering from the inverse Christoffel matrix

**Q.** In an anisotropic crystal the three acoustic branches have different speeds, and their polarisations are neither parallel nor perpendicular to the wavevector in a general direction. I don't see how to get a scattering rate without finding all three modes in every direction. What does the electron couple to?

**A.** To the strain. Take one nondegenerate valley whose edge shifts by Ξ_ij ε_ij, with Ξ a real symmetric tensor, repeated indices summed, and

ε_ij = (∂_i u_j + ∂_j u_i)/2.

For a displacement u exp(iq·r), with q = qn and n a unit vector, each derivative gives a factor iq n_i. The two halves of the strain contribute equally because Ξ is symmetric:

Ξ_ij ε_ij = iq n_i Ξ_ij u_j = iq d·u, d_j = n_i Ξ_ij.

The vector d depends on the direction of q and on the valley, but not on the phonon branch. I leave out piezoelectric and polar coupling, and screening. The wavelength must be long compared with the lattice spacing.

**Q.** The branches still enter through u. Where do their speeds and polarisations come from?

**A.** From the elastic equation of motion, ρ ∂²u_i/∂t² = C_ijkl ∂_j ∂_l u_k, where ρ is the mass density. A plane wave with polarisation e and frequency ω = qc turns it into

ρc² e_i = Γ_ik e_k, Γ_ik = C_ijkl n_j n_l.

Γ is the Christoffel matrix. It is real and symmetric, so the three e_λ can be chosen orthonormal. It is also positive definite in a stable crystal: aᵀΓa is twice the elastic energy density of the strain (n_i a_j + n_j a_i)/2, which vanishes for a = 0 alone. Hence Γ has an inverse.

With ħ = 1 and crystal volume V, the quantised displacement has amplitude (2ρVω_λ)^(−1/2) in each mode. Let q = k' − k be the electron's change of wavevector. Absorption uses a phonon q and emission a phonon −q, and both have the same c_λ and e_λ because Γ is even in n. The squared matrix elements are

absorption: q²(d·e_λ)² N_λ/(2ρVω_λ)
emission: q²(d·e_λ)² (N_λ + 1)/(2ρVω_λ),

where N_λ is the Bose occupation.

**Q.** That is a sum over three modes with different weights. What removes the modes?

**A.** Equipartition. Write Θ = k_BT and assume ω_λ ≪ Θ. Then 2N_λ + 1 ≈ 2Θ/ω_λ. If the phonon energy is also neglected in the energy balance, absorption and emission share one delta function and their squared matrix elements add:

Σ_λ [q²(d·e_λ)²/(2ρVω_λ)] (2Θ/ω_λ) = (Θ/V) Σ_λ (d·e_λ)²/(ρc_λ²).

One factor 1/ω comes from the quantum amplitude and the other from the thermal occupation. Together with q² they leave 1/(ρc_λ²), which is an eigenvalue of Γ⁻¹. The spectral theorem gives

Σ_λ e_λ e_λᵀ/(ρc_λ²) = Γ⁻¹,

and therefore

S(n) = Σ_λ (d·e_λ)²/(ρc_λ²) = dᵀ Γ(n)⁻¹ d.

The golden-rule rate for the two processes together is

w(k→k') = (2πΘ/V) S(n) δ(E' − E).

To evaluate S, solve Γx = d and form d·x. The density has cancelled, and where two branches are degenerate no choice of polarisation vectors is needed.

**Q.** So the strength is a quadratic form in the inverse Christoffel matrix?

**A.** It is quadratic in d and linear in Γ⁻¹; the inverse matrix is the kernel of the form. Doubling every deformation potential multiplies S by four. Doubling every elastic constant halves it.

**Q.** You used quantum amplitudes and then a classical limit. Does a purely classical argument agree?

**A.** Yes. A real displacement field contains q and −q with conjugate amplitudes u and u*. The elastic energy of the pair is V q² u†Γu. Its Boltzmann weight exp(−Vq² u†Γu/Θ) is a complex Gaussian, whose covariance is the inverse of the matrix in the exponent:

⟨u_i u_j*⟩ = Θ (Γ⁻¹)_ij/(Vq²).

The mean square of the potential component iq d·u is then q² d_i d_j⟨u_i u_j*⟩ = ΘS/V, the same factor as before. In this limit the electron scatters from a nearly frozen thermal strain pattern, whose size is set by stiffness and not by inertia.

**Q.** Show me numbers. I suspect that the longitudinal mode dominates anyway.

**A.** Take silicon with rough typical values: C11 = 166, C12 = 64 and C44 = 80 GPa, and a conduction valley along z with

d = Ξ_d n + Ξ_u n_z ẑ, Ξ_d = 1 eV, Ξ_u = 9 eV.

For a cubic crystal the diagonal elements are Γ_ii = C11 n_i² + C44(1 − n_i²), and the others are Γ_ij = (C12 + C44) n_i n_j. Along [101], n = (1, 0, 1)/√2, so

Γ11 = Γ33 = (166 + 80)/2 = 123 GPa
Γ13 = (64 + 80)/2 = 72 GPa
Γ22 = 80 GPa
d = (1, 0, 10)/√2 = (0.7071, 0, 7.0711) eV.

The y component decouples. The determinant of the remaining block is 123² − 72² = 9945 GPa², and

x₁ = (123·0.7071 − 72·7.0711)/9945 = −0.04245 eV/GPa
x₃ = (123·7.0711 − 72·0.7071)/9945 = 0.08234 eV/GPa
S = 0.7071·(−0.04245) + 7.0711·0.08234 = 0.552 eV²/GPa.

Since 1 GPa is 6.2415 eV/nm³, this is 0.0885 eV nm³.

Now the modes, for comparison. The longitudinal one has ρc² = 123 + 72 = 195 GPa and d·e = 5.5 eV, so it gives 5.5²/195 = 0.155 eV²/GPa. The transverse mode along (1, 0, −1)/√2 has ρc² = 123 − 72 = 51 GPa and |d·e| = 4.5 eV, which gives 4.5²/51 = 0.397 eV²/GPa. The third mode, along y, does not couple. The sum is again 0.552. In this direction the transverse part is the larger: its coupling is slightly weaker, but its stiffness is almost four times lower.

**Q.** Is the longitudinal estimate at least a bound?

**A.** It is a lower bound. For any nonzero vector a,

d·a = (Γ^(−1/2)d)·(Γ^(1/2)a),

and the Cauchy–Schwarz inequality gives

(d·a)² ≤ (dᵀΓ⁻¹d)(aᵀΓa), or S ≥ (d·a)²/(aᵀΓa).

Equality holds for a = Γ⁻¹d. The choice a = n is the longitudinal estimate, with the stiffness nᵀΓn. Along [101] it yields 0.155/0.552, or 28 % of S. Along [001] and [100] it is complete, because d is parallel to n and n is an eigenvector of Γ. There S is 0.0965 and 0.00097 eV nm³. Their ratio of 100 is [(Ξ_d + Ξ_u)/Ξ_d]², since both directions have the stiffness C11.

**Q.** Can the solve be done once and for all for a cubic crystal?

**A.** Yes. Set b = C12 + C44 and subtract b n_i² from the diagonal elements:

Γ = D + b nnᵀ, D_i = C44 + (C11 − C12 − 2C44) n_i²,

with D diagonal. Suppose that no D_i vanishes. From Γx = d,

x = D⁻¹(d − b s n), s = n·x.

Taking the product with n gives s = nᵀD⁻¹d − b s nᵀD⁻¹n, so

s = nᵀD⁻¹d/(1 + b nᵀD⁻¹n).

Then S = d·x becomes

S = dᵀD⁻¹d − b (dᵀD⁻¹n)²/(1 + b nᵀD⁻¹n).

If some D_i is zero, this splitting fails but Γ⁻¹ still exists, and the direct solve can be used.

In an isotropic solid C11 − C12 = 2C44, so every D_i equals C44, and C44 + b = C11. Hence

S = d²/C44 − b(d·n)²/(C44 C11) = (d·n)²/C11 + [d² − (d·n)²]/C44,

where the last step uses b = C11 − C44. With θ the angle between n and the valley axis, d·n = Ξ_d + Ξ_u cos²θ, and the part of d perpendicular to n has length Ξ_u |sin θ cos θ|. This gives

S = (Ξ_d + Ξ_u cos²θ)²/C11 + Ξ_u² sin²θ cos²θ/C44,

the separate longitudinal and transverse strengths.

**Q.** You added absorption and emission early on. Does emission alone have the same simplicity?

**A.** At leading order it does, with half the strength. At the next order it does not. For small ω/Θ,

N = Θ/ω − 1/2 + ω/(12Θ) + …,

so N + 1 contains +1/2. Multiplying by q²(d·e_λ)²/(2ρω_λ) and using ρc_λ = √ρ·√(ρc_λ²), the emission strength is

ΘS/2 + q dᵀΓ^(−1/2)d/(4√ρ) + O(q²).

The second term needs a matrix square root, and one linear solve no longer suffices. For absorption it has the opposite sign, so it cancels in the sum.

**Q.** But the two processes end at different energies, E' = E ± ω. That could spoil the cancellation.

**A.** It changes the second order without bringing the modes back. Let φ(E' − E) be a smooth weight of final energies that does not itself depend on q. The sum contains

Nφ(ω) + (N + 1)φ(−ω).

The even part of φ, φ(0) + ω²φ''(0)/2, is multiplied by 2N + 1 = 2Θ/ω + ω/(6Θ). The odd part, ωφ'(0), is multiplied by N − (N + 1) = −1. Collecting terms,

(2Θ/ω){φ(0) + ω²[φ(0)/(12Θ²) + φ''(0)/2 − φ'(0)/(2Θ)]} + O(ω³).

After multiplication by q²(d·e_λ)²/(2ρω_λ), the first term gives ΘSφ(0). In the second, ω² cancels both inverse frequencies and leaves Θq²(d·e_λ)²/ρ. The polarisations are complete, so Σ_λ (d·e_λ)² = |d|², and the total is

Θ{Sφ(0) + (q²|d|²/ρ)[φ(0)/(12Θ²) + φ''(0)/2 − φ'(0)/(2Θ)]} + O(q⁴).

The leading correction needs no modes either, but the density has returned, because inertia sets the phonon energy. If φ comes from a thermal average over electrons, its width is itself proportional to q. The φ'' term then leaves a relative correction of order mc²/Θ, with m the electron mass along q, which does not vanish at small q.

**Q.** S varies strongly with direction, and the valley is an ellipsoid. Do I need a double integral over initial and final states to get an average rate?

**A.** A single average over directions is enough. Let M be the diagonal mass tensor and write k = M^(1/2) w √(2E), with w on the unit sphere. The density of states for one valley and one spin is

g(E) = m_d^(3/2) ∫ 4πp² dp δ(p²/2 − E)/(8π³) = m_d^(3/2) √(2E)/(2π²),

where m_d³ = m_l m_t². States on the energy surface are uniformly distributed in w. The change of wavevector is

q = M^(1/2)(w' − w)√(2E).

Two independent uniform points on a sphere have a joint distribution unchanged by rotation, so the direction s of w' − w is itself uniform. Since S depends on the direction of q and not on its length, ⟨S⟩ is the average over uniform s with n parallel to M^(1/2)s. The mean rate out of a state of energy E is

W(E) = 2πΘ g(E)⟨S⟩.

With rough masses m_l = 0.92 and m_t = 0.19 free-electron masses, the angular average is

⟨S⟩ = AΞ_d² + 2BΞ_dΞ_u + CΞ_u²,

with A = 0.000872, B = 0.000514 and C = 0.000791 nm³/eV. The chosen potentials give 0.00087 + 0.00925 + 0.06407 = 0.0742 eV nm³, or 74.2 eV Å³. The longitudinal estimate, averaged in the same way, reaches 53 % of it.

At 300 K, Θ = 25.85 meV. At E = 1.5Θ = 38.8 meV, g = 0.1222 eV⁻¹ nm⁻³. Restoring ħ,

W = 2π·0.02585 eV·0.1222 eV⁻¹ nm⁻³·0.0742 eV nm³/ħ = 2.24 ps⁻¹,

a mean time of 0.45 ps between acoustic collisions. This is a mean over the energy surface; single states range from about 2.0 ps⁻¹ for k along x to 2.8 ps⁻¹ for k along z. The rate counts every collision equally. A mobility would also need the momentum lost in each one.

**Q.** How wrong is the quasi-elastic rate for these numbers?

**A.** I compared it with a golden-rule integral that keeps the Bose occupations and solves E' = E ± ħω for each branch and each final direction. At 300 K and E = 1.5Θ, the full rate is lower than the mode-free rate for the same initial state by 1.0 % for k along z and by 0.5 % for k along x. Quadrupling the density at fixed elastic constants halves every phonon frequency. In both cases the deviation then fell by a factor between 3.7 and 4.3, as a second-order correction should.

At 30 K, again with E = 1.5Θ and k along z, the full rate is 9.4 % lower. The rise is expected. With ħ = 1 and a fixed direction n, the energy balance gives q = q₀ ± 2m_n c, where q₀ is the elastic value, 1/m_n = nᵀM⁻¹n, and the upper sign belongs to absorption. For q₀ > 2m_n c, expanding the sum of the two processes to second order in c gives each branch the relative correction −2m_n c²/Θ + (cq₀)²/(12Θ²). For k along z at 300 K the two parts average to −1.5 % and +0.5 %. In directions almost perpendicular to the electron's velocity q₀ is smaller than 2m_n c, and only absorption is possible. After averaging, this adds a positive term that is also of second order in c. It is negligible for k along z, because S is small in those directions. For k along x it is about +0.34 %, beside −1.04 % and +0.17 % from the two parts. At E = 1.5Θ, q₀² is proportional to T, so to leading order all these terms grow as 1/T. Ten times 1.0 % is close to the computed value. At still lower temperature the expansion loses its footing, and the modes must be treated one by one.

**Q.** And in a real silicon channel?

**A.** Consider an undoped body 30 nm thick at 300 K, with an average of 10¹⁷ electrons per cm³ and a weak field along the channel. I treat the density as uniform, which is only a rough picture: with a gate on each face, the electrons' own charge bends the band by about 0.7Θ in a uniform-charge estimate and by about 0.6Θ when the charge is allowed to redistribute, which leaves the density at the faces about 1.8 times that at the centre. The largest omission that I have sized is intervalley scattering. With rough couplings for phonons of 47, 59 and 62 meV, it adds 36 % of the acoustic rate at 1.5Θ, where the electron has too little energy to emit any of them. Intervalley phonons of 12 to 19 meV are left out of this estimate. They can be emitted at 1.5Θ, and with rough couplings of 0.3 to 0.8 × 10⁸ eV/cm they would raise the 36 % to about 53 %. At 4Θ emission of the three listed phonons is open too, and they scatter at 1.7 times the acoustic rate at that energy. The 2.24 ps⁻¹ is therefore one part of the total.

Nonparabolicity, with a coefficient of 0.5 eV⁻¹, raises g by about 5 % at 1.5Θ. The electron density is 0.4 % of the effective density of states, so degeneracy is weak. In the long-wavelength Debye approximation, with a relative permittivity of 11.7, static screening of the whole potential would cut S by 1.3 % at a phonon wavevector of 0.94 nm⁻¹, the rms value when all final states count equally, and by more at smaller wavevectors; averaged over collisions with weight S, the cut is about 3.5 %. The Debye form overestimates static screening at such a short wavelength. The deformation potentials matter more: reversing the sign of Ξ_d, with the rest fixed, lowers ⟨S⟩ to about 0.056 eV nm³, a drop of 25 %. Other choices shift it further: Ξ_d = 1.1 eV with Ξ_u = 10.5 eV raises ⟨S⟩ by 35 %, and at Ξ_u = 9 eV the values Ξ_d = +5 and −6 eV change it by +78 % and −46 %. The digits quoted for the rate belong to the chosen inputs, not to silicon.

Thin channels break the assumption of three-dimensional electrons. For hard walls 30 nm apart, the first subband gap for the light mass is 6.6 meV, well below Θ. The gaps widen to about 20 meV near E = 1.5Θ, so the three-dimensional picture is approximate even here. The first gap scales as the inverse square of the thickness, so at 10 nm it is about 59 meV, more than twice Θ. For these valleys g(E) and the average over q must then be replaced by their subband forms. In valleys with the heavy mass across the film, the first gap at 10 nm is only about 12 meV, but the gap around E = 1.5Θ is about 29 meV, so the three-dimensional forms are doubtful there too. The wavelength at the rms wavevector is 6.7 nm, shorter than the 30 nm body, but I have not sized the effect of the surfaces on the phonons, nor surface roughness. The numerical output below lists the main inputs.

Table of computed values

```
C11, C12, C44 (rough): 166, 64, 80 GPa
Density (rough): 2330 kg/m3
Xi_d, Xi_u (rough): 1.0, 9.0 eV
Masses m_l, m_t (rough): 0.92, 0.19 m0
Density-of-states mass of one valley: 0.3214 m0
T = 300 K, kT = 25.85 meV, E = 38.78 meV
1 GPa = 6.2415 eV/nm3
Direction [101]:
  Gamma row (GPa):   123.00     0.00    72.00
  Gamma row (GPa):     0.00    80.00     0.00
  Gamma row (GPa):    72.00     0.00   123.00
  d (eV): 0.7071 0.0000 7.0711
  inverse(Gamma).d (eV/GPa): -0.04245 0.00000 0.08234
  S from the solve: 0.5522 eV2/GPa
  mode: rho c2 = 51.0 GPa, c = 4.68 km/s, part of S = 0.3971 eV2/GPa
  mode: rho c2 = 80.0 GPa, c = 5.86 km/s, part of S = 0.0000 eV2/GPa
  mode: rho c2 = 195.0 GPa, c = 9.15 km/s, part of S = 0.1551 eV2/GPa
Strength S(n):
  [0, 0, 1]: 0.09652 eV nm3
  [1, 0, 0]: 0.00097 eV nm3
  [1, 0, 1]: 0.08847 eV nm3
  [1, 1, 1]: 0.06006 eV nm3
Average over the energy surface, <S> = A Xd^2 + 2B Xd Xu + C Xu^2:
  A, B, C = 0.000872, 0.000514, 0.000791 nm3/eV
  <S> = 0.07421 eV nm3 = 74.21 eV angstrom3
  relative shift on doubling the angular mesh: 3.1e-11
  double integral / single average - 1: 4.7e-08
  longitudinal-only share of <S>: 53.4 %
Density of states g(E): 0.1222 1/(eV nm3)
Average acoustic rate at E: 2.239 1/ps
Mean time between collisions: 0.447 ps
Full inelastic rate relative to the mode-free rate:
  300 K, k along z: -1.00 %
  300 K, k along x: -0.52 %
  mesh shift of the z value: 0.0000 percentage points
  30 K, E = 1.5 kT, k along z: -9.4 %
Neglected effects:
  intervalley input (rough): 62 meV, 1.1e+09 eV/cm, 1 final valleys
  intervalley input (rough): 47 meV, 2.0e+08 eV/cm, 4 final valleys
  intervalley input (rough): 59 meV, 2.0e+08 eV/cm, 4 final valleys
  intervalley/acoustic rate at 1.5 kT: 0.36
  intervalley/acoustic rate at 4 kT: 1.72
  nonparabolic rise of g(E), alpha = 0.5 1/eV: 4.9 %
  electron density / Nc at 1e+17 cm-3: 0.0036
  rms phonon wavevector: 0.939 1/nm, wavelength 6.69 nm
  screening cut of S at q_rms, at most: 1.3 %
  first subband gap, light mass, 30 nm body: 6.60 meV
```
